# Contact Resistance of Thin-Film Transistors from Two Channel Lengths: verification in Python

```python
# Result under test: two transistors that differ only in channel length L obey
# R(L) = r*L + Rc; 60 kohm at 5 um and 100 kohm at 10 um give
# r = 8 kohm/um and Rc = 20 kohm (source plus drain contact).
# Symbols: r channel resistance per length, Rc total contact resistance,
# v_ov gate voltage minus threshold, v_d drain voltage, W width,
# C gate capacitance per area, mu mobility. SI units inside the program.
# Independent road: the nonlinear channel equation
#   I = W*mu*C*(v_ov - V) dV/dx
# is integrated numerically between two contact resistors.
import numpy as np
from scipy.constants import epsilon_0, e, k
from scipy.optimize import brentq

UM, KOHM, CM2 = 1e-6, 1e3, 1e-4


def extract(L1, R1, L2, R2):
    """Slope and intercept of the line through two measurements."""
    slope = (R2 - R1) / (L2 - L1)
    return slope, R1 - slope * L1


def simulate(L, v_ov, v_d, Rs, Rd, sheet):
    """Total resistance v_d/I; sheet = W*mu*C. Shooting with Runge-Kutta."""
    steps = 40
    h = L / steps
    I_top = 1.01 * v_d / (Rs + Rd + L / (sheet * v_ov))

    def mismatch(fraction):
        I = fraction * I_top
        V = I * Rs

        def field(pot):
            return I / (sheet * (v_ov - pot))
        for _ in range(steps):
            a = field(V)
            b = field(V + h * a / 2)
            c = field(V + h * b / 2)
            d = field(V + h * c)
            V += h * (a + 2 * b + 2 * c + d) / 6
        return (V + I * Rd) / v_d - 1
    return v_d / (I_top * brentq(mismatch, 0.0, 1.0, xtol=1e-14))


# Given data and chosen device parameters
L1, L2, R1, R2 = 5 * UM, 10 * UM, 60 * KOHM, 100 * KOHM
W, t_ox, eps_ox, v_ov, v_d, T = 40 * UM, 100e-9, 3.9, 10.0, 0.1, 300.0
v_small = 1e-3
C = eps_ox * epsilon_0 / t_ox

# Extraction, checked by solving the two linear equations as a matrix
r, Rc = extract(L1, R1, L2, R2)
r_mat, Rc_mat = np.linalg.solve([[L1, 1.0], [L2, 1.0]], [R1, R2])
assert abs(r_mat / r - 1) < 1e-9 and abs(Rc_mat / Rc - 1) < 1e-9
assert abs(r / (KOHM / UM) - 8) < 1e-9 and abs(Rc / KOHM - 20) < 1e-9
mu = 1 / (r * W * C * v_ov)
sheet = W * mu * C

# The channel equation must return the given data at small drain voltage;
# the tolerance covers the finite drain voltage, v_small/(2 v_ov) = 5e-5
for L, R in ((L1, R1), (L2, R2)):
    assert abs(simulate(L, v_ov, v_small, Rc/2, Rc/2, sheet) / R - 1) < 1e-4

# A different device with unequal contacts: recover its hidden parameters
# and predict a third length
hid_sheet, hid_ov, hid_s, hid_d = 25 * UM * 14 * CM2 * C, 7.0, 3e3, 9e3
hid = [simulate(x * UM, hid_ov, v_small, hid_s, hid_d, hid_sheet)
       for x in (4, 11, 20)]
r_h, Rc_h = extract(4 * UM, hid[0], 11 * UM, hid[1])
assert abs(r_h * hid_sheet * hid_ov - 1) < 2e-4
assert abs(Rc_h / (hid_s + hid_d) - 1) < 1e-3
assert abs((r_h * 20 * UM + Rc_h) / hid[2] - 1) < 1e-4

# Finite drain voltage, equal contacts: only the slope changes
fin = [simulate(L, v_ov, v_d, Rc/2, Rc/2, sheet) for L in (L1, L2)]
for L, R in zip((L1, L2), fin):
    assert abs(R / (Rc + r * L / (1 - v_d / (2 * v_ov))) - 1) < 1e-8
r_fin, Rc_fin = extract(L1, fin[0], L2, fin[1])
assert abs(Rc_fin / Rc - 1) < 1e-7
# All contact resistance at the source: the intercept moves
uneq = [simulate(L, v_ov, v_d, Rc, 0.0, sheet) for L in (L1, L2)]
Rc_uneq = extract(L1, uneq[0], L2, uneq[1])[1]
assert abs(Rc_uneq / Rc - 1) > 1e-4

# Transconductance mobility from a numerical gate-voltage derivative
mu_app = []
for L, R in ((L1, R1), (L2, R2)):
    dv = 0.01
    up, down = (v_small / simulate(L, v_ov + s, v_small, Rc/2, Rc/2, sheet)
                for s in (dv, -dv))
    value = (up - down) / (2 * dv) * L / (W * C * v_small)
    assert abs(value / (mu * (r * L / R)**2) - 1) < 3e-4
    mu_app.append(value)

# Independent reading errors of 1 percent: propagation against random trials
rel = 0.01
s1, s2 = rel * R1, rel * R2
err_Rc = np.sqrt(4 * s1**2 + s2**2)
err_r = np.sqrt(s1**2 + s2**2) / (L2 - L1)
rng = np.random.default_rng(7)
trial_r, trial_Rc = extract(L1, R1 + s1 * rng.standard_normal(200000),
                            L2, R2 + s2 * rng.standard_normal(200000))
# sampling error of a standard deviation here is about 0.16 percent
assert abs(trial_Rc.std() / err_Rc - 1) < 0.01
assert abs(trial_r.std() / err_r - 1) < 0.01

# Electrical length shorter than stated length by dL
dL = 0.5 * UM
lines = []
for gate in (v_ov, v_ov / 2):
    pair = [simulate(L - dL, gate, v_small, Rc/2, Rc/2, sheet)
            for L in (L1, L2)]
    lines.append(extract(L1, pair[0], L2, pair[1]))
(ra, ca), (rb, cb) = lines
assert abs(ca / (Rc - r * dL) - 1) < 1e-3
L_cross = (ca - cb) / (rb - ra)
R_cross = ca + ra * L_cross
assert abs(L_cross / dL - 1) < 2e-3 and abs(R_cross / Rc - 1) < 1e-3

# Long device with threshold higher by 0.1 V
dVt = 0.1
short = simulate(L1, v_ov, v_small, Rc/2, Rc/2, sheet)
long_ = simulate(L2, v_ov - dVt, v_small, Rc/2, Rc/2, sheet)
Rc_vt = extract(L1, short, L2, long_)[1]

# Long device 1 K warmer, thermally activated mobility
E_a, dT = 0.02, 1.0
gain = np.exp(-E_a * e / k * (1 / (T + dT) - 1 / T))
warm = simulate(L2, v_ov, v_small, Rc/2, Rc/2, sheet * gain)
Rc_T = extract(L1, short, L2, warm)[1]

# Contacts as two opposed ideal junctions with low-current resistance Rc
v_th = k * T / e
I0 = 2 * v_th / Rc


def junction_total(L, drain):
    def mismatch(x):
        drop = v_th * (np.log1p(x) - np.log1p(-x))
        return drop + r * L * x * I0 - drain
    return drain / (I0 * brentq(mismatch, 0.0, 1 - 1e-12, xtol=1e-14))


Rc_junction = {}
for drain in (v_d, v_d / 10):
    Rc_junction[drain] = extract(L1, junction_total(L1, drain),
                                 L2, junction_total(L2, drain))[1]
x1, x2 = (v_d / 10 / R / I0 for R in (R1, R2))
leading = Rc * (2 * x1**2 - x2**2) / 3
# next order in the current is below one percent at this drain voltage
assert abs((Rc_junction[v_d / 10] - Rc) / leading - 1) < 0.02


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Given length, short device", L1 / UM, "um", 1)
show("Given length, long device", L2 / UM, "um", 1)
show("Given resistance, short device", R1 / KOHM, "kohm", 1)
show("Given resistance, long device", R2 / KOHM, "kohm", 1)
show("Channel resistance per length r", r / KOHM * UM, "kohm/um")
show("Total contact resistance Rc", Rc / KOHM, "kohm")
show("Each contact, if equal", Rc / 2 / KOHM, "kohm")
show("Channel length equivalent to Rc", Rc / r / UM, "um")
show("Channel part, short device", r * L1 / KOHM, "kohm", 1)
show("Channel part, long device", r * L2 / KOHM, "kohm", 1)
show("Contact share, short device", 100 * Rc / R1, "percent", 1)
show("Contact share, long device", 100 * Rc / R2, "percent", 1)
show("Predicted resistance at 20 um", (r*20*UM + Rc) / KOHM, "kohm", 1)
show("Chosen width", W / UM, "um", 1)
show("Chosen insulator thickness", t_ox * 1e9, "nm", 1)
show("Chosen relative permittivity", eps_ox, "(no unit)", 1)
show("Chosen gate overdrive", v_ov, "V", 1)
show("Chosen drain voltage", v_d, "V", 2)
show("Chosen temperature", T, "K", 1)
show("Gate capacitance per area", C * 1e5, "nF/cm2", 2)
show("Mobility from slope", mu / CM2, "cm2/Vs", 2)
show("Rc times width", Rc * W * 100, "ohm cm", 1)
show("Current, short device", v_d / R1 * 1e6, "uA")
show("Current, long device", v_d / R2 * 1e6, "uA")
show("Transconductance mobility, short", mu_app[0] / CM2, "cm2/Vs", 2)
show("Transconductance mobility, long", mu_app[1] / CM2, "cm2/Vs", 2)
show("Slope at chosen drain voltage", r_fin / KOHM * UM, "kohm/um")
show("Rc at chosen drain voltage", Rc_fin / KOHM, "kohm")
show("Rc found, all contact at source", Rc_uneq / KOHM, "kohm")
show("Assumed reading error", 100 * rel, "percent", 1)
show("Resulting error of Rc", err_Rc / KOHM, "kohm", 2)
show("Resulting relative error of Rc", 100 * err_Rc / Rc, "percent", 1)
show("Resulting error of r", err_r / KOHM * UM, "kohm/um")
show("Resulting relative error of r", 100 * err_r / r, "percent", 1)
show("Assumed length offset", dL / UM, "um", 2)
show("Rc found with length offset", ca / KOHM, "kohm", 2)
show("Second gate overdrive", v_ov / 2, "V", 1)
show("Crossing of two lines, length", L_cross / UM, "um")
show("Crossing of two lines, resistance", R_cross / KOHM, "kohm", 2)
show("Assumed threshold mismatch", dVt, "V", 2)
show("Rc found with mismatch", Rc_vt / KOHM, "kohm", 2)
show("Assumed activation energy", E_a, "eV", 3)
show("Assumed temperature difference", dT, "K", 1)
show("Rc found, long device warmer", Rc_T / KOHM, "kohm", 2)
show("Thermal voltage", v_th * 1e3, "mV", 2)
show("Junction saturation current", I0 * 1e6, "uA")
show("Rc found, junctions, 0.1 V drain", Rc_junction[v_d] / KOHM, "kohm", 2)
show("Rc found, junctions, 0.01 V drain",
     Rc_junction[v_d / 10] / KOHM, "kohm", 2)
show("Insulator field from overdrive", v_ov / t_ox * 1e-8, "MV/cm", 2)
print("all tests passed")
```

Output:

```
Given length, short device: 5.0 um
Given length, long device: 10.0 um
Given resistance, short device: 60.0 kohm
Given resistance, long device: 100.0 kohm
Channel resistance per length r: 8.000 kohm/um
Total contact resistance Rc: 20.000 kohm
Each contact, if equal: 10.000 kohm
Channel length equivalent to Rc: 2.500 um
Channel part, short device: 40.0 kohm
Channel part, long device: 80.0 kohm
Contact share, short device: 33.3 percent
Contact share, long device: 20.0 percent
Predicted resistance at 20 um: 180.0 kohm
Chosen width: 40.0 um
Chosen insulator thickness: 100.0 nm
Chosen relative permittivity: 3.9 (no unit)
Chosen gate overdrive: 10.0 V
Chosen drain voltage: 0.10 V
Chosen temperature: 300.0 K
Gate capacitance per area: 34.53 nF/cm2
Mobility from slope: 9.05 cm2/Vs
Rc times width: 80.0 ohm cm
Current, short device: 1.667 uA
Current, long device: 1.000 uA
Transconductance mobility, short: 4.02 cm2/Vs
Transconductance mobility, long: 5.79 cm2/Vs
Slope at chosen drain voltage: 8.040 kohm/um
Rc at chosen drain voltage: 20.000 kohm
Rc found, all contact at source: 20.054 kohm
Assumed reading error: 1.0 percent
Resulting error of Rc: 1.56 kohm
Resulting relative error of Rc: 7.8 percent
Resulting error of r: 0.233 kohm/um
Resulting relative error of r: 2.9 percent
Assumed length offset: 0.50 um
Rc found with length offset: 16.00 kohm
Second gate overdrive: 5.0 V
Crossing of two lines, length: 0.500 um
Crossing of two lines, resistance: 20.00 kohm
Assumed threshold mismatch: 0.10 V
Rc found with mismatch: 19.19 kohm
Assumed activation energy: 0.020 eV
Assumed temperature difference: 1.0 K
Rc found, long device warmer: 20.21 kohm
Thermal voltage: 25.85 mV
Junction saturation current: 2.585 uA
Rc found, junctions, 0.1 V drain: 25.45 kohm
Rc found, junctions, 0.01 V drain: 20.05 kohm
Insulator field from overdrive: 1.00 MV/cm
all tests passed
```
